# The Interband Tunnelling Prefactor: First-Order Perturbation Theory and the Exact Result: a program that tests the result

```python
# Result under test: for H = D*sigma_z + hbar*v*k*sigma_x in a uniform force f,
#   exact interband transmission       T  = exp(-pi*lam),  lam = D^2/(hbar*v*f)
#   first order in interband coupling  T1 = C(lam)*exp(-pi*lam), C -> pi^2/9
# as lam -> infinity. D is half the gap, v the interband velocity.
# Dimensionless wavevector q = hbar*v*k/D = sinh(u); p is the transverse one.
# Near the complex band crossing the coupling is g/(i*w), w = phase, g = 1/6;
# all orders together give the amplitude 2*sin(pi*g), first order gives 2*pi*g.
import numpy as np
from scipy.integrate import solve_ivp, quad
from scipy.special import gamma
from scipy.constants import hbar, e, m_e

pi = np.pi


def real_space_transmission(lam, p=0.0, edge=20.0):
    """Scattering solution for a linear potential ramp between flat leads.
    Length unit hbar*v/D, energy unit D; kinetic energy is x/lam."""
    def rhs(x, y):
        kin = x / lam
        return [1j * (kin + 1) * y[1] + p * y[0],
                1j * (kin - 1) * y[0] - p * y[1]]

    def mode(kin, direction):
        k = direction * np.sign(kin) * np.sqrt(kin**2 - 1 - p**2)
        vec = np.array([kin + 1, k + 1j * p], dtype=complex)
        return vec / np.linalg.norm(vec)

    def current(vec):
        return 2 * (np.conj(vec[0]) * vec[1]).real

    out = mode(edge, 1)
    sol = solve_ivp(rhs, [lam * edge, -lam * edge], out, method="DOP853",
                    rtol=1e-9, atol=1e-11)
    assert sol.success
    incoming, reflected = mode(-edge, 1), mode(-edge, -1)
    assert current(out) > 0 and current(incoming) > 0 > current(reflected)
    amp = np.linalg.solve(np.column_stack([incoming, reflected]), sol.y[:, -1])
    return current(out) / (abs(amp[0])**2 * current(incoming))


def first_order_scaled(lam):
    """First-order amplitude times exp(pi*lam/2), on a shifted contour."""
    depth = 0.8 * min(1.0, lam**(-1 / 3))
    x = np.linspace(-8, 8, 40001)
    z = x - 1j * depth
    f = np.exp(1j * lam * (z - np.sinh(2 * z) / 2)) / (2j * np.sinh(z))
    total = np.sum(f) * (x[1] - x[0])
    assert abs(total.imag) < 1e-8
    return total.real


def perturbation_orders(lam, nmax=9):
    """Amplitudes of orders 1..nmax, integrated along the real axis."""
    end = np.arcsinh(25.0)

    def coupling(u):
        phase = lam * (u + np.sinh(2 * u) / 2)
        return np.exp(1j * phase) / (2 * np.cosh(u))

    def tail(u):  # leading end-point term of the oscillating integral
        return coupling(u) / (2j * lam * np.cosh(u)**2)

    def rhs(u, y):
        c = coupling(u)
        d = np.empty(nmax, dtype=complex)
        d[0] = c
        d[2::2] = c * y[1:-1:2]
        d[1::2] = -np.conj(c) * y[0:-1:2]
        return d

    start = np.zeros(nmax, dtype=complex)
    start[0] = tail(-end)
    sol = solve_ivp(rhs, [-end, end], start, method="DOP853",
                    rtol=1e-9, atol=1e-11)
    assert sol.success
    y = sol.y[:, -1].copy()
    lower = np.concatenate([[1.0], y[1:-1:2]])
    return y[0::2] - tail(end) * lower     # odd orders reach the other band


def connection_amplitude(g, far=40.0, terms=12):
    """Amplitude gained on passing below w = 0 with coupling g/(i*w)."""
    c = g / 1j

    def formal(w):
        v, r, a, b = [1.0], [0.0], [1.0], [0.0]
        for n in range(1, terms):
            r.append((c * v[n - 1] + (n - 1) * r[n - 1]) / 1j)
            v.append(c * r[n] / n)
            b.append((c * a[n - 1] - (n - 1) * b[n - 1]) / 1j)
            a.append(-c * b[n] / n)
        powers = w**(-np.arange(terms, dtype=float))
        val = np.array([[np.dot(v, powers), np.exp(-1j * w) * np.dot(b, powers)],
                        [np.exp(1j * w) * np.dot(r, powers), np.dot(a, powers)]])
        return val

    def rhs(x, y):
        w = x - 1j
        return [-c / w * np.exp(-1j * w) * y[1], c / w * np.exp(1j * w) * y[0]]

    sol = solve_ivp(rhs, [-far, far], formal(-far - 1j)[:, 0],
                    method="DOP853", rtol=1e-10, atol=1e-12)
    assert sol.success
    return np.linalg.solve(formal(far - 1j), sol.y[:, -1])[1]


# ---- example: rough values for an In0.53Ga0.47As tunnelling transistor ----
gap = 0.74             # eV
mass = 0.043           # electron mass / m0
hole_mass = 0.052      # light-hole mass / m0
field = 1.0            # MV/cm
screening = 12.0       # nm, decay length of the field in the channel
body = 10.0            # nm, thickness of a thin body
heating = 60.0         # K above room temperature
gap_slope = 0.35e-3    # eV/K, rough
narrowing = 0.05       # eV, rough, heavy doping

half = gap / 2
velocity = np.sqrt(half * e / (mass * m_e))       # m/s
hv = hbar * velocity / e * 1e9                    # eV nm
force = field * 0.1                               # eV/nm
lam = half**2 / (hv * force)
m_red = mass * m_e / 2
f_si = force * e * 1e9                            # N
lam_mass = np.sqrt(m_red) * (gap * e)**1.5 / (2 * hbar * f_si)
assert abs(lam_mass / lam - 1) < 1e-10

# interband coupling from numerical eigenvectors
for q in (0.0, 0.7, 2.0):
    h = 1e-4
    vecs = [np.linalg.eigh(np.array([[1, s], [s, -1]]))[1]
            for s in (q - h / 2, q + h / 2)]
    overlap = abs(np.dot(vecs[0][:, 1], vecs[1][:, 0])) / h
    assert abs(overlap - 1 / (2 * (1 + q * q))) < 1e-6

# exact transmission in real space, without and with transverse momentum
scatter = {}
for value in (0.5, lam, 3.0):
    scatter[value] = real_space_transmission(value)
    assert abs(scatter[value] * np.exp(pi * value) - 1) < 2e-3
nodes, weights = np.polynomial.laguerre.laggauss(3)
channel_sum = 0.0
for y, wt in zip(nodes, weights):
    p = np.sqrt(y / (pi * lam))
    t_p = real_space_transmission(lam, p)
    assert abs(t_p * np.exp(pi * lam * (1 + p * p)) - 1) < 2e-3
    channel_sum += wt * np.exp(y) * t_p

# generation rate: sum over channels against the closed forms
p_integral = channel_sum / (2 * pi * lam)
k_unit = half / hv * 1e9                          # 1/m
rate_sum = f_si / (pi * hbar) * k_unit**2 * p_integral / (2 * pi)
rate = f_si**2 / (4 * pi**3 * hbar**2 * velocity) * np.exp(-pi * lam)
rate_kane = (f_si**2 * np.sqrt(m_red) / (18 * pi * hbar**2 * np.sqrt(gap * e))
             * np.exp(-pi * lam))
assert abs(rate_sum / rate - 1) < 2e-3
assert abs(rate_kane / rate_sum / (pi**2 / 9) - 1) < 2e-3

# perturbation orders on the real axis against contour and exact results
orders = {}
for value in (lam, 4.0):
    scaled = perturbation_orders(value) * np.exp(pi * value / 2)
    assert np.max(abs(scaled.imag)) < 1e-3
    orders[value] = scaled.real
    assert abs(scaled[0].real - first_order_scaled(value)) < 5e-4
    assert abs(np.sum(scaled.real) - 1) < 1e-3
third_limit = -(pi / 6)**3 / 3
assert abs(orders[4.0][1] - third_limit) < abs(orders[lam][1] - third_limit)

# weak-field limit of the first-order amplitude and its leading correction
slope = np.sqrt(3) / 20 * gamma(2 / 3) * 1.5**(2 / 3)
for value in (1e3, 1e4):
    measured = (first_order_scaled(value) - pi / 3) * value**(2 / 3)
    assert abs(measured / slope - 1) < 0.03
assert abs(first_order_scaled(1e5)**2 - pi**2 / 9) < 1e-3
strong = first_order_scaled(0.01)**2 * np.exp(-pi * 0.01)
assert strong > 1

# all orders at the complex crossing
connect = {g: connection_amplitude(g) for g in (0.02, 1 / 6, 0.3)}
for g, amp in connect.items():
    assert abs(amp - 2 * np.sin(pi * g)) < 1e-5


# neglected effects, as factors on the transmission
def barrier_exponent(kinetic, length):
    f = lambda x: np.sqrt(max(half**2 - kinetic(x)**2, 0.0))
    return 2 / hv * quad(f, 0, length, limit=200)[0]


length = gap / force
uniform = barrier_exponent(lambda x: -half + force * x, length)
assert abs(uniform / (pi * lam) - 1) < 1e-5
drop = force * screening
assert drop > gap
long_path = -screening * np.log(1 - gap / drop)
decaying = barrier_exponent(
    lambda x: -half + drop * (1 - np.exp(-x / screening)), long_path)
p_body = hv * pi / body / half
body_factor = np.exp(-pi * lam * p_body**2)


def gap_factor(shift):   # interband velocity held fixed
    return np.exp(pi * lam * (1 - (1 - shift / gap)**2))


mu_ratio = 2 * hole_mass / (mass + hole_mass)
mass_factor = np.exp(-pi * lam * (np.sqrt(mu_ratio) - 1))
T = np.exp(-pi * lam)
C = first_order_scaled(lam)**2

print(f"gap = {gap:.2f} eV, electron mass = {mass:.3f} m0")
print(f"field = {field:.2f} MV/cm")
print(f"interband velocity = {velocity:.4e} m/s")
print(f"hbar*v = {hv:.4f} eV nm")
print(f"lambda = {lam:.4f} (dimensionless)")
print(f"exponent pi*lambda = {pi*lam:.4f} (dimensionless)")
print(f"tunnelling length = {length:.2f} nm")
print(f"exact transmission, formula = {T:.5e}")
print(f"exact transmission, real-space solution = {scatter[lam]:.5e}")
print(f"weak-field first-order prefactor pi^2/9 = {pi**2/9:.5f}")
print(f"transmission with prefactor pi^2/9 = {T*pi**2/9:.5e}")
print(f"full first-order prefactor at this field = {C:.5f}")
print(f"full first-order transmission = {T*C:.5e}")
for value in (10.0, 100.0, 1e3, 1e5):
    print(f"first-order prefactor at lambda {value:.0f} = "
          f"{first_order_scaled(value)**2:.5f}")
print(f"first-order transmission at lambda 0.01 = {strong:.4f}")
print(f"coefficient of lambda^(-2/3) in amplitude = {slope:.5f}")
for value in (lam, 4.0):
    text = ", ".join(f"{a:.5f}" for a in orders[value])
    print(f"lambda {value:.4f}: orders 1,3,5,7,9 times exp(pi*lambda/2):")
    print(f"  {text}; sum = {np.sum(orders[value]):.5f}")
print(f"weak-field limits, orders 1 and 3 = {pi/3:.5f}, {third_limit:.5f}")
for g, amp in connect.items():
    print(f"g = {g:.4f}: all-order amplitude = {amp.real:.6f}, "
          f"first order = {2*pi*g:.6f}")
print(f"generation rate, exact prefactor = {rate*1e-6:.4e} cm^-3 s^-1")
print(f"generation rate, channel sum = {rate_sum*1e-6:.4e} cm^-3 s^-1")
print(f"generation rate, Kane prefactor = {rate_kane*1e-6:.4e} cm^-3 s^-1")
print("Neglected effects (factors multiply the transmission):")
print(f"field decay length = {screening:.1f} nm, total drop = {drop:.2f} eV")
print(f"path in decaying field = {long_path:.2f} nm")
print(f"exponent in decaying field = {decaying:.4f}")
print(f"factor from field decay = {np.exp(uniform-decaying):.4f}")
print(f"factor from {body:.0f} nm body, hard wall = {body_factor:.4f}")
print(f"gap loss on heating by {heating:.0f} K = "
      f"{heating*gap_slope*1e3:.1f} meV")
print(f"factor from heating = {gap_factor(heating*gap_slope):.4f}")
print(f"factor from {narrowing*1e3:.0f} meV doping narrowing = "
      f"{gap_factor(narrowing):.4f}")
print(f"factor from light-hole mass {hole_mass:.3f} m0 = {mass_factor:.4f}")
print(f"largest kinetic energy after tunnelling = {drop-gap:.2f} eV")
print(f"least energy for impact ionisation (gap) = {gap:.2f} eV")
assert drop - gap < gap
print("no test failed")
```

Printed output:

```
gap = 0.74 eV, electron mass = 0.043 m0
field = 1.00 MV/cm
interband velocity = 1.2302e+06 m/s
hbar*v = 0.8097 eV nm
lambda = 1.6907 (dimensionless)
exponent pi*lambda = 5.3114 (dimensionless)
tunnelling length = 7.40 nm
exact transmission, formula = 4.93494e-03
exact transmission, real-space solution = 4.93458e-03
weak-field first-order prefactor pi^2/9 = 1.09662
transmission with prefactor pi^2/9 = 5.41177e-03
full first-order prefactor at this field = 1.28909
full first-order transmission = 6.36160e-03
first-order prefactor at lambda 10 = 1.16265
first-order prefactor at lambda 100 = 1.11141
first-order prefactor at lambda 1000 = 1.09983
first-order prefactor at lambda 100000 = 1.09677
first-order transmission at lambda 0.01 = 2.0816
coefficient of lambda^(-2/3) in amplitude = 0.15367
lambda 1.6907: orders 1,3,5,7,9 times exp(pi*lambda/2):
  1.13538, -0.14161, 0.00637, -0.00015, 0.00000; sum = 1.00000
lambda 4.0000: orders 1,3,5,7,9 times exp(pi*lambda/2):
  1.10143, -0.10501, 0.00365, -0.00007, 0.00000; sum = 1.00000
weak-field limits, orders 1 and 3 = 1.04720, -0.04785
g = 0.0200: all-order amplitude = 0.125581, first order = 0.125664
g = 0.1667: all-order amplitude = 1.000000, first order = 1.047198
g = 0.3000: all-order amplitude = 1.618034, first order = 1.884956
generation rate, exact prefactor = 7.4656e+29 cm^-3 s^-1
generation rate, channel sum = 7.4654e+29 cm^-3 s^-1
generation rate, Kane prefactor = 8.1869e+29 cm^-3 s^-1
Neglected effects (factors multiply the transmission):
field decay length = 12.0 nm, total drop = 1.20 eV
path in decaying field = 11.51 nm
exponent in decaying field = 8.1040
factor from field decay = 0.0613
factor from 10 nm body, hard wall = 0.0812
gap loss on heating by 60 K = 21.0 meV
factor from heating = 1.3461
factor from 50 meV doping narrowing = 2.0007
factor from light-hole mass 0.052 m0 = 0.7820
largest kinetic energy after tunnelling = 0.46 eV
least energy for impact ionisation (gap) = 0.74 eV
no test failed
```
